**Ion splitting: unchanged means and stage-by-stage variance**

An ion of weight w is replaced by n copies of weight w/n when it first passes a selected depth; R_k is the product of the first k splitting ratios, v_k the variance created in stage k, and c_k the mean number of flights of an unsplit ion in that stage. The result is that every bin keeps its mean score, that the variance per source ion becomes Σ v_k/R_k for independent copies, and that a split family makes Σ R_k c_k flights on average. For a small lattice walk the program builds the full probability law of the split score in exact fractions and asserts the mean and variance formulas for every resting depth. It also asserts that the mean of the nonlinear response 1/(1+score) is lowered by splitting, for rest at depth 6. For a model 50 keV implant it asserts that split and unsplit means agree within four standard errors in all tallies with at least 20 unsplit counts, and that the predicted and counted flights agree within 4 per cent. It further asserts that, at equal numbers of flights, the variance rises in a chosen shallow bin and falls in a chosen deep one. The output shows a variance ratio at equal flights of about 1.44 near the surface and about 0.05 at 280–300 nm.

## Program and output

```python
"""Splitting in Monte Carlo ion implantation.

Result under test: replacing an ion of weight w by n copies of weight w/n
at first passage of chosen depths keeps the mean score of every depth bin.
With independent copies the variance per source ion is sum_k v_k/R_k.
R_k : product of the first k splitting ratios (R_0 = 1)
v_k : variance created between passage of surface k and surface k+1
c_k : mean number of flights of an unsplit ion in stage k
The mean number of flights of a split family is sum_k R_k c_k.
Part 1 enumerates a small lattice walk in exact fractions.
Part 2 simulates a model implant (lengths in nm, energies in keV).
"""
from fractions import Fraction as Fr
from functools import lru_cache
from math import prod
import numpy as np

# ---------- Part 1: exact enumeration of a lattice walk ----------
START_LEVEL = 6          # energy level, falls by one in each move
WALLS = (3, 5)           # splitting depths in lattice steps
COPIES = (2, 3)          # splitting ratios


def moves(level):
    """Depth changes and their probabilities; they depend on energy."""
    return ((2, Fr(level, 20)), (1, Fr(1, 2)), (-1, Fr(1, 2) - Fr(level, 20)))


def average_law(law, n):
    """Exact law of the mean of n independent draws from law."""
    total = {Fr(0): Fr(1)}
    for _ in range(n):
        new = {}
        for a, pa in total.items():
            for b, pb in law.items():
                new[a + b] = new.get(a + b, Fr(0)) + pa * pb
        total = new
    return {a / n: pa for a, pa in total.items()}


def score_law(target, ratios):
    """Exact law of the family score for rest at depth target."""
    @lru_cache(maxsize=None)
    def law(z, level, crossed):
        if z < 0:
            return {Fr(0): Fr(1)}
        if level == 0:
            return {Fr(int(z == target)): Fr(1)}
        result = {}
        for dz, p in moves(level):
            now = max(crossed, sum(z + dz >= wall for wall in WALLS))
            child = law(z + dz, level - 1, now)
            n = prod(ratios[crossed:now])
            for value, q in average_law(child, n).items():
                result[value] = result.get(value, Fr(0)) + p * q
        return result
    return law(0, START_LEVEL, 0)


def rest_probabilities():
    """Unsplit resting probabilities by forward propagation."""
    occupation = {0: Fr(1)}
    for level in range(START_LEVEL, 0, -1):
        new = {}
        for z, weight in occupation.items():
            for dz, p in moves(level):
                if z + dz >= 0:
                    new[z + dz] = new.get(z + dz, Fr(0)) + weight * p
        occupation = new
    return occupation


def stage_variances(target):
    """v_k from the unsplit walk: growth of the mean squared forecast."""
    @lru_cache(maxsize=None)
    def forecast(z, level):
        if z < 0:
            return Fr(0)
        if level == 0:
            return Fr(int(z == target))
        return sum(p * forecast(z + dz, level - 1) for dz, p in moves(level))

    def mean_square(z, level, wall):
        if z < 0 or level == 0 or z >= wall:
            return forecast(z, level) ** 2
        return sum(p * mean_square(z + dz, level - 1, wall)
                   for dz, p in moves(level))

    squares = [forecast(0, START_LEVEL) ** 2]
    squares += [mean_square(0, START_LEVEL, wall) for wall in WALLS + (10**6,)]
    return [b - a for a, b in zip(squares, squares[1:])]


def expect(law, function):
    return sum(p * function(value) for value, p in law.items())


print("LATTICE WALK: walls at", WALLS, "steps, copies", COPIES)
rest = rest_probabilities()
products = [prod(COPIES[:k]) for k in range(len(COPIES) + 1)]
for target in range(2 * START_LEVEL + 1):
    split = score_law(target, COPIES)
    plain = score_law(target, (1, 1))
    mean = expect(split, lambda y: y)
    variance = expect(split, lambda y: y * y) - mean**2
    plain_variance = expect(plain, lambda y: y * y) - rest.get(target, 0)**2
    v = stage_variances(target)
    assert mean == rest.get(target, Fr(0))
    assert min(v) >= 0 and sum(v) == plain_variance
    assert variance == sum(a / r for a, r in zip(v, products))
    if target in (0, 6):
        print(f"rest at {target}: mean unsplit {float(rest[target]):.6f}, "
              f"split {float(mean):.6f}")
        print("  v_0, v_1, v_2 =", ", ".join(f"{float(a):.6f}" for a in v))
        print(f"  variance unsplit {float(plain_variance):.6f}, "
              f"split {float(variance):.6f}")
    if target == 6:
        response_plain = expect(plain, lambda y: 1 / (1 + y))
        response_split = expect(split, lambda y: 1 / (1 + y))
        assert response_split < response_plain
        print(f"  mean of 1/(1+score): unsplit {float(response_plain):.6f}, "
              f"split {float(response_split):.6f}")

# ---------- Part 2: model implant ----------
E_START = 50.0           # keV
E_STOP = 0.05            # keV, ion is at rest below this energy
E_SCREEN = 0.5           # keV, sets the screening of the collisions
LOSS_START = 0.1         # keV/nm, electronic loss at E_START
FREE_PATH = 5.0          # nm, mean flight length
MASS_RATIO = 1.0 / 3.0   # ion mass / target atom mass
TRANSFER = 4 * MASS_RATIO / (1 + MASS_RATIO) ** 2
DOSE = 1e18              # ions per m^2
WIDTH = 20.0             # nm, bin width
RATIO = 4                # copies at each splitting depth


def simulate(count, surfaces, ratio, bins, rng):
    """Return scores[source ion, bin] and flights per stage.

    The two extra columns hold ions that left through the surface and
    ions at rest deeper than the last bin."""
    z, mu = np.zeros(count), np.ones(count)
    energy, weight = np.full(count, E_START), np.ones(count)
    family, crossed = np.arange(count), np.zeros(count, dtype=int)
    columns = bins + 2
    scores = np.zeros(count * columns)
    flights = np.zeros(len(surfaces) + 1)
    while z.size:
        flights += np.bincount(crossed, minlength=len(flights))
        length = rng.exponential(FREE_PATH, z.size)
        z = z + length * mu
        root = np.sqrt(energy) - LOSS_START * length / (2 * np.sqrt(E_START))
        energy = np.maximum(root, 0.0) ** 2
        # p = sin^2(half the centre-of-mass angle), density ~ 1/(p+eta)^2
        eta = E_SCREEN / np.maximum(energy, 1e-9)
        u = rng.random(z.size)
        p = eta * u / (1 + eta - u)
        energy = energy * (1 - TRANSFER * p)
        cos_cm = 1 - 2 * p
        cos_lab = (MASS_RATIO + cos_cm) / np.sqrt(
            1 + 2 * MASS_RATIO * cos_cm + MASS_RATIO**2)
        sines = np.sqrt(np.maximum((1 - mu**2) * (1 - cos_lab**2), 0.0))
        mu = mu * cos_lab + sines * np.cos(2 * np.pi * rng.random(z.size))
        mu = np.clip(mu, -1.0, 1.0)
        done = (z < 0) | (energy < E_STOP)
        if done.any():
            depth = z[done]
            column = np.minimum((np.maximum(depth, 0) // WIDTH).astype(int),
                                bins + 1)
            column[column == bins] = bins + 1
            column[depth < 0] = bins
            np.add.at(scores, family[done] * columns + column, weight[done])
        keep = ~done
        now = np.maximum(crossed, np.searchsorted(surfaces, z, side="right"))
        n = (ratio ** (now - crossed))[keep]
        z, mu, energy = (np.repeat(a[keep], n) for a in (z, mu, energy))
        weight = np.repeat(weight[keep] / n, n)
        family, crossed = np.repeat(family[keep], n), np.repeat(now[keep], n)
    return scores.reshape(count, columns), flights / count


rng = np.random.default_rng(20)
pilot, _ = simulate(20000, np.array([1e9]), 1, 60, rng)
cumulative = np.cumsum(pilot[:, :60].sum(axis=0))
cumulative /= cumulative[-1]
surfaces = np.array([WIDTH * (np.argmax(cumulative >= q) + 1)
                     for q in (0.75, 0.95, 0.995)])
assert np.all(np.diff(surfaces) > 0)
bins = int(surfaces[-1] / WIDTH) + 3

N_PLAIN, N_SPLIT = 200000, 100000
plain, c = simulate(N_PLAIN, surfaces, 1, bins, rng)
split, flights_split = simulate(N_SPLIT, surfaces, RATIO, bins, rng)
# every family must carry total weight one
assert np.allclose(split.sum(axis=1), 1.0, atol=1e-9)

stage_products = RATIO ** np.arange(len(surfaces) + 1)
predicted = float(np.sum(stage_products * c))
counted = float(flights_split.sum())
# both sides are sampled, each to roughly one percent
assert abs(predicted / counted - 1) < 0.04

mean_plain, mean_split = plain.mean(axis=0), split.mean(axis=0)
error_plain = plain.std(axis=0, ddof=1) / np.sqrt(N_PLAIN)
error_split = split.std(axis=0, ddof=1) / np.sqrt(N_SPLIT)
enough = plain.sum(axis=0) >= 20     # normal errors need some counts
deviation = np.abs(mean_plain - mean_split)[enough] / np.hypot(
    error_plain, error_split)[enough]
assert deviation.max() < 4.0

# an unsplit score is 0 or 1, so its variance is p(1-p)
variance_plain = mean_split * (1 - mean_split)
variance_split = split.var(axis=0, ddof=1)
per_ion = variance_split[:bins] / variance_plain[:bins]
effort = counted / c.sum()
equal_effort = per_ion * effort
shallow, deep = 1, bins - 2
assert per_ion[shallow] < 1.03       # sampling error of a variance
assert equal_effort[shallow] > 1.0 and equal_effort[deep] < 1.0

print("MODEL IMPLANT")
print(f"start energy {E_START} keV, rest below {E_STOP} keV, "
      f"screening energy {E_SCREEN} keV")
print(f"electronic loss at start {LOSS_START} keV/nm, "
      f"mean flight {FREE_PATH} nm")
print(f"mass ratio {MASS_RATIO:.4f}, largest energy fraction "
      f"transferred {TRANSFER:.4f}")
print(f"dose {DOSE:.1e} m^-2, bin width {WIDTH} nm")
print("splitting depths:", surfaces.tolist(), "nm, copies at each:", RATIO)
print(f"source ions: unsplit {N_PLAIN}, split {N_SPLIT}")
print(f"fraction leaving through the surface: unsplit "
      f"{mean_plain[bins]:.4f}, split {mean_split[bins]:.4f}")
print("c_k, flights per unsplit ion:", ", ".join(f"{a:.4f}" for a in c))
print(f"flights per unsplit ion, total: {c.sum():.3f}")
print(f"flights per split family: predicted {predicted:.3f}, "
      f"counted {counted:.3f}")
print(f"effort ratio split/unsplit: {effort:.3f}")
print(f"largest deviation of means: {deviation.max():.2f} standard errors "
      f"({int(enough.sum())} tallies)")
print("concentrations C and standard errors in 1e22 m^-3;")
print("V = variance ratio per source ion, Q = same at equal flights")
print("depth/nm   C unsplit  error   C split  error     V      Q")
scale = DOSE / (WIDTH * 1e-9) / 1e22
for b in range(bins):
    print(f"{b*WIDTH:3.0f}-{(b+1)*WIDTH:3.0f} {scale*mean_plain[b]:10.2f} "
          f"{scale*error_plain[b]:7.2f} {scale*mean_split[b]:9.2f} "
          f"{scale*error_split[b]:6.2f} {per_ion[b]:7.3f} "
          f"{equal_effort[b]:6.3f}")
print("all good")
```

It prints:

```
LATTICE WALK: walls at (3, 5) steps, copies (2, 3)
rest at 0: mean unsplit 0.034048, split 0.034048
  v_0, v_1, v_2 = 0.023234, 0.009655, 0.000000
  variance unsplit 0.032889, split 0.028061
rest at 6: mean unsplit 0.086429, split 0.086429
  v_0, v_1, v_2 = 0.005494, 0.022435, 0.051030
  variance unsplit 0.078959, split 0.025217
  mean of 1/(1+score): unsplit 0.956786, split 0.936291
MODEL IMPLANT
start energy 50.0 keV, rest below 0.05 keV, screening energy 0.5 keV
electronic loss at start 0.1 keV/nm, mean flight 5.0 nm
mass ratio 0.3333, largest energy fraction transferred 0.7500
dose 1.0e+18 m^-2, bin width 20.0 nm
splitting depths: [140.0, 180.0, 240.0] nm, copies at each: 4
source ions: unsplit 200000, split 100000
fraction leaving through the surface: unsplit 0.1215, split 0.1237
c_k, flights per unsplit ion: 38.7022, 2.3164, 0.6186, 0.0311
flights per unsplit ion, total: 41.668
flights per split family: predicted 59.857, counted 60.193
effort ratio split/unsplit: 1.445
largest deviation of means: 2.40 standard errors (16 tallies)
concentrations C and standard errors in 1e22 m^-3;
V = variance ratio per source ion, Q = same at equal flights
depth/nm   C unsplit  error   C split  error     V      Q
  0- 20     263.27    2.50    258.35   3.50   1.000  1.445
 20- 40     481.05    3.30    480.79   4.66   1.000  1.444
 40- 60     613.40    3.67    610.48   5.18   0.999  1.444
 60- 80     662.15    3.79    654.88   5.33   0.998  1.441
 80-100     656.72    3.78    641.17   5.26   0.989  1.429
100-120     561.40    3.53    568.90   4.90   0.951  1.374
120-140     440.05    3.17    446.19   4.02   0.796  1.150
140-160     313.65    2.71    315.74   2.89   0.566  0.817
160-180     197.35    2.18    197.99   1.92   0.387  0.560
180-200     111.28    1.65    111.05   1.23   0.277  0.400
200-220      53.90    1.15     56.26   0.73   0.191  0.275
220-240      23.38    0.76     25.26   0.42   0.139  0.201
240-260      10.02    0.50      9.56   0.21   0.090  0.130
260-280       3.18    0.28      3.43   0.10   0.053  0.077
280-300       1.20    0.17      1.01   0.04   0.032  0.046
all good
```
